The driving force for crystallisation in a slightly undercooled silicon melt

**Question.** A silicon melt touches a silicon crystal, and the boundary between them is 10 K below the melting point of 1685 K. The latent heat is 0.52 eV per atom. How much free energy is gained when one atom passes from the melt to the crystal, how does this gain scale with the undercooling, and which neglected effects could change it noticeably?

**Answer.**

**What is being asked for**

At fixed temperature and pressure, the quantity that decreases in a spontaneous change is the Gibbs free energy G. Its change per atom added to a phase is the chemical potential μ of that phase. If dN atoms leave the liquid and join the solid, then

dG = −μ_l dN + μ_s dN = −Δμ dN, with Δμ = μ_l − μ_s.

The crystal grows spontaneously when Δμ is positive. This difference is called the driving force, although it is an energy per atom and not a mechanical force. To begin with, the melt is pure, the crystal face is flat, and the pressure is the one at which Tm = 1685 K is the melting point. The temperature T is that of the interface, and ΔT = Tm − T is the undercooling there.

**From latent heat to driving force**

The chemical potential of a pure phase obeys

dμ = −s dT + v dP,

where s and v are the entropy and the volume per atom. At fixed pressure the last term vanishes. Subtracting the equation for the solid from that for the liquid gives

d(Δμ)/dT = −Δs, with Δs = s_l − s_s.

Integrate from T up to Tm:

Δμ(Tm) − Δμ(T) = −∫[T to Tm] Δs(T′) dT′.

At the melting point the two phases coexist, so Δμ(Tm) = 0. Therefore

Δμ(T) = ∫[T to Tm] Δs(T′) dT′.

The latent heat supplies the entropy difference at the upper end of this integral. Since μ = h − Ts, with h the enthalpy per atom, equality of the chemical potentials at Tm means

h_l − Tm s_l = h_s − Tm s_s.

Rearranging, and writing L = h_l − h_s for the latent heat per atom at Tm,

Δs(Tm) = L/Tm.

Over a small interval of temperature Δs hardly changes. Taking it out of the integral leaves the length of the interval, ΔT, and so

Δμ ≈ L ΔT/Tm.

The driving force is proportional to the undercooling. Its slope is the entropy of fusion:

L/Tm = 0.52 eV / 1685 K = 0.3086 meV/K.

For an undercooling of 10 K,

Δμ ≈ 0.3086 meV/K × 10 K = 3.086 meV per atom,

or 1.134 × 10⁻⁴ hartree. The latent heat is given to two figures. A change of 0.005 eV in it moves the result by 0.030 meV, so the answer is best stated as 3.1 meV, or about 3 meV.

**Why so little of the latent heat remains**

The latent heat is more than a hundred times larger than this driving force. It is the enthalpy given up by an atom that freezes, but freezing also costs entropy. With L and Δs held at their melting-point values,

Δμ ≈ L − T L/Tm = 0.52 eV − 0.51691 eV ≈ 0.0031 eV.

At Tm the two terms cancel completely. At 1675 K they differ by the fraction ΔT/Tm = 10/1685, which is 0.593 percent of L. A large latent heat therefore does not by itself mean a large driving force; it sets how fast the driving force rises as the melt is cooled.

The thermal energy provides another scale. At 1675 K, kT = 144.3 meV, where k is the Boltzmann constant, and

Δμ/kT = 3.086/144.3 = 0.0214.

This ratio can be read as a supersaturation, the measure used for growth from a vapour. At a given temperature, the chemical potential of an ideal monatomic vapour depends on its pressure p as

μ_v = μ₀(T) + kT ln p,

with p measured in a fixed unit. Let p_l be the vapour pressure in equilibrium with the undercooled liquid and p_s that in equilibrium with the crystal. Equating μ_v to μ_l and then to μ_s, and subtracting, removes μ₀:

kT ln(p_l/p_s) = μ_l − μ_s = Δμ.

Hence p_l/p_s = exp(0.0214) = 1.0216. The undercooled melt provides the same driving force as an ideal monatomic silicon vapour whose pressure is 2.2 percent above its equilibrium value over the crystal at the same temperature. A vapour at twice the equilibrium pressure would give kT ln 2, about 100 meV. In these terms the melt is close to equilibrium.

**How far the linear law can be trusted**

The approximation was to hold Δs constant. Its error follows from the difference in heat capacity per atom at constant pressure, Δc = c_l − c_s. Since ds = c dT/T at fixed pressure,

Δs(T′) = L/Tm − ∫[T′ to Tm] Δc(T″)/T″ dT″.

Insert this in the integral for Δμ. The first term gives L ΔT/Tm. The second is a double integral over T < T′ < T″ < Tm. Doing the T′ integral first, for fixed T″, gives a factor T″ − T, because T′ runs from T to T″. The result is

Δμ = L ΔT/Tm − ∫[T to Tm] Δc(T″) (T″ − T)/T″ dT″.

No expansion in ΔT has been made here. If the liquid has the larger heat capacity throughout the interval, the linear law overestimates the driving force; if the solid has the larger one, it underestimates it.

Suppose that |Δc| is no larger than C in the interval. Because T″ is at least T,

|error| ≤ (C/T) ∫[T to Tm] (T″ − T) dT″ = C ΔT²/(2T).

For silicon near its melting point I allow C = k, a rough allowance and not a measured difference. Then

k ΔT²/(2T) = (kT/2)(ΔT/T)² = (144.3 meV/2)(10/1675)² = 0.0026 meV.

This is less than 0.1 percent of the driving force, and well below the uncertainty from rounding L. At small undercooling the absolute error grows as ΔT² while the driving force grows as ΔT, so the relative error grows nearly in proportion to ΔT.

A model with known partition functions can test these statements. Let the solid have three quantum oscillators per atom, each with quantum q_s. Summing the Boltzmann factors of the levels (n + ½)q_s gives 1/[2 sinh(q_s/2kT)] for one oscillator, so that

μ_s = 3kT ln[2 sinh(q_s/2kT)].

The small pressure-volume term is left out. The liquid has softer oscillators with quantum q_l, an energy shift E₀, and g excited local states per atom at energy ε:

μ_l = E₀ + 3kT ln[2 sinh(q_l/2kT)] − kT ln[1 + g exp(−ε/kT)].

The chosen values are q_s = 50.0 meV, g = 20 and ε = 0.30 eV. The other two parameters are fixed by requiring Tm = 1685 K and L = 0.52 eV, which gives q_l = 37.74 meV and E₀ = 0.3067 eV. The model is a test of the thermodynamics and not a description of liquid silicon. Its value of Δc at Tm is 0.879k, so it does exercise the correction.

At 1675 K the difference of the two chemical potentials is 3.0838 meV. The linear law is higher by 0.0023 meV, within the bound. Doubling the undercooling multiplies the error by 4.031, close to the factor 4 expected from ΔT².

At an undercooling of 300 K the linear law gives 92.58 meV and the model 89.98 meV. The heat-capacity integral is 2.61 meV and accounts for the difference to within rounding. Even here the linear law is only 2.9 percent too high relative to the model. For a real melt the error at such an undercooling depends on the actual Δc, including its sign. Tabulated heat capacities of silicon near the melting point, roughly 3.5k per atom for the crystal and 3.3k for the melt, make Δc small and negative, opposite in sign to the model. For silicon the linear law is then expected to be slightly too low rather than too high. The derivation also requires the liquid to remain in internal equilibrium, so that it has a well-defined entropy at each temperature.

**The heat released by freezing**

The most important condition concerns the temperature itself. Every atom that freezes releases latent heat, and unless this heat is carried away, the interface warms. Each kelvin of warming removes 0.309 meV from the driving force.

Consider the extreme case of a thermally insulated melt at constant pressure, initially at T throughout. Its total enthalpy is conserved. To find the state in which it has just returned to Tm, first imagine warming all the liquid to Tm, which costs c_l ΔT per atom if c_l is nearly constant. Then freeze a fraction f at Tm, which releases fL per atom of the whole sample. The two must balance:

f L = c_l ΔT, so f = c_l ΔT/L.

For silicon I take the rough value c_l = 3.3k. With k = 144.3 meV/1675 K = 0.0861 meV/K, the heat needed is 3.3 × 0.0861 × 10 = 2.84 meV per atom, and

f = 2.84 meV/520 meV = 0.55 percent.

Freezing about one atom in 180 is thus enough to remove the entire driving force. The numerator is close to Δμ only through the values that silicon happens to have: the ratio of c_l ΔT to L ΔT/Tm is c_l/(L/Tm), and the entropy of fusion is 3.58k, near the heat capacity of 3.3k. The two energies nevertheless have different meanings, one being heat and the other free energy.

Sustained growth therefore needs a path for heat to leave. An interface held 10 K below Tm is not typical of slow crystal growth. On an atomically rough silicon face it goes with speeds of roughly a metre per second, as in rapid resolidification after laser melting, while slow pulling needs far less than 1 K on such a face. The 10 K in the formula must be the undercooling at the interface during growth, not the initial undercooling of the melt or the reading of a distant thermometer.

**Dissolved impurities**

Let a small fraction x of the atoms in the melt be a solute that does not enter the crystal. In an ideal dilute solution the chemical potential of the silicon in the melt changes by

kT ln(1 − x) ≈ −kT x.

The solid is unchanged, so the driving force falls by kTx. For x = 0.001 the loss is 144.3 meV × 0.001 = 0.144 meV, or 4.7 percent of the value for pure silicon at the same temperature.

The same effect can be described as a lower melting point. Let the new melting point lie δT below Tm. There the driving force of the pure system must just balance the solute term:

L δT/Tm ≈ k Tm x, so δT ≈ k Tm² x/L.

Here T has been replaced by Tm in the small solute term. The result is 0.471 K, and 0.471 K × 0.309 meV/K again gives about 0.145 meV. These are two descriptions of one loss, which must not be subtracted twice. Unlike the driving force of the pure melt, the solute term does not vanish as ΔT goes to zero, so it matters relatively more at small undercooling. The relevant x is the value at the interface, where rejected solute can accumulate. A solute that partly enters the crystal, as boron and phosphorus do in silicon, lowers the driving force less, provided that it is in equilibrium between the two phases. For dilute ideal phases, x is then replaced by the solute fraction in the melt minus that in the crystal.

**Small crystals and the need for a seed**

A curved crystal must also pay for additional surface as it grows. For a sphere of radius r, with an isotropic interface energy γ per unit area and atomic volume v_s in the solid, the free energy relative to the uniform melt is

G(r) = −(4πr³/3v_s) Δμ + 4πr²γ.

The number of atoms is N = 4πr³/(3v_s), so dN = 4πr² dr/v_s. The surface term changes by 8πrγ dr. Dividing the change in G by dN gives

dG/dN = −Δμ + 2γv_s/r.

The driving force available to the sphere is thus reduced by 2γv_s/r. I use the rough values γ = 0.4 J/m² = 2.497 eV/nm² and v_s = 0.020 nm³. For r = 1000 nm the loss is

2 × 2.497 × 0.020/1000 eV = 0.100 meV,

which is about 3 percent of the flat-face value. The loss scales as 1/r and does not depend on the undercooling.

At the critical radius the net driving force is zero:

r* = 2γv_s/Δμ ≈ 32 nm.

Smaller spheres lower their free energy by melting, larger ones by growing. To find the barrier, substitute Δμ = 2γv_s/r* in G(r*):

G(r*) = −(8π/3)γr*² + 4πγr*² = (4π/3)γr*².

This is 1.1 × 10⁴ eV, or about 7.6 × 10⁴ kT. The critical sphere contains about seven million atoms. The probability of such a fluctuation carries the factor exp(−7.6 × 10⁴). Even 10⁶⁰ independent chances would contribute only a factor exp(138). A clean melt undercooled by 10 K therefore does not crystallise spontaneously in its interior, within this spherical model, although Δμ is positive. It needs a seed, or a foreign surface that lowers the barrier.

With γ and v_s held fixed, r* scales as 1/ΔT and the barrier as 1/ΔT². At an undercooling of 100 K the radius would be about 3.2 nm and the barrier about 110 eV. That is a hundred times lower, but still some 800 kT at that temperature.

**Pressure**

If the pressure is raised by P at fixed temperature, dμ = v dP gives, for nearly constant volumes,

change in Δμ = P(v_l − v_s).

Silicon expands on freezing. With rough atomic volumes of 0.018 nm³ in the liquid and 0.020 nm³ in the solid, the difference is negative, and pressure opposes crystallisation. An extra 1 bar changes the driving force by −0.00125 meV, which is negligible here. An extra 1000 bar changes it by about −1.25 meV. Setting the total driving force to zero gives the corresponding shift of the melting point:

T − Tm = Tm P(v_l − v_s)/L ≈ −4 K.

The small difference between two rounded volumes is good to one figure at best, so these pressure effects show only the sign and the rough size.

**Reading the estimate for a real melt**

The latent heat and melting point used here are typical of silicon, while γ, c_l and the atomic volumes are rough values. At an interface undercooling of 1 K the driving force would be only 0.31 meV. With 0.018 nm³ per atom, a solute fraction of 0.001 means about 6 × 10¹⁹ solute atoms per cm³ of melt; at a hundredth of this concentration the loss is a hundred times smaller. The result is also sensitive to the interface temperature. If the interface is really 3 K warmer than supposed, the driving force drops by 0.93 meV, or 30 percent, far more than the heat-capacity correction.

To leading order the separate reductions add. A crystal of radius 1000 nm in a melt with x = 0.001, still at 1675 K, has

Δμ ≈ 3.086 − 0.144 − 0.100 ≈ 2.8 meV.

The estimate of about 3 meV survives these two effects, but it would not survive the loss of the undercooling through trapped heat. Nor does it fix the speed of growth. That also depends on how readily atoms attach to the face and how quickly heat and rejected solute leave it, which the equilibrium properties used here do not determine.

The numerical output below lists the values used in these estimates.

Computed values

```
latent heat L: 0.52 eV per atom
melting point Tm: 1685 K
undercooling dT: 10 K
interface temperature T: 1675 K
entropy of fusion L/Tm: 0.3086 meV/K per atom
entropy of fusion in units of k: 3.58
T*L/Tm, entropy term at T: 0.51691 eV per atom
driving force L*dT/Tm: 3.086 meV per atom
driving force: 1.134e-04 hartree per atom
driving force / latent heat: 0.593 percent
thermal energy kT: 144.3 meV
driving force / kT: 0.0214
vapour pressure ratio liquid/solid: 1.0216
change of force if L changes by 0.005 eV: 0.030 meV
--- statistical test model ---
solid oscillator quantum: 50.0 meV
liquid oscillator quantum: 37.74 meV
excited local states per atom: 20
energy of excited local states: 0.30 eV
liquid energy shift: 0.3067 eV
heat-capacity difference at Tm: 0.879 k
model driving force at 10 K: 3.0838 meV
linear law minus model at 10 K: 0.0023 meV
error at 20 K / error at 10 K: 4.031
linear law at 300 K: 92.58 meV
model driving force at 300 K: 89.98 meV
heat-capacity integral at 300 K: 2.61 meV
model temperature after reheating: 1684.98 K
--- neglected effects for silicon, rough inputs ---
allowance for heat-capacity difference: 1.0 k
bound on heat-capacity error: 0.0026 meV
liquid heat capacity: 3.3 k per atom
frozen fraction that reheats melt to Tm: 0.55 percent
force lost per 1 K of interface warming: 0.309 meV
solute fraction in melt: 0.001
force lost to solute: 0.144 meV
melting-point drop from solute: 0.471 K
interface energy: 0.4 J/m2 = 2.497 eV/nm2
atomic volume of solid: 0.020 nm3
atomic volume of liquid: 0.018 nm3
crystal radius for curvature estimate: 1000 nm
force lost to curvature: 0.100 meV
critical radius: 32.4 nm
nucleation barrier: 1.095e+04 eV
nucleation barrier / kT: 7.59e+04
force change for +1 bar: -0.00125 meV
melting-point shift for +1000 bar: -4.04 K
```
